# Why BSE excitation energies converge faster than quasiparticle levels with basis size

## Question

In a $GW$ calculation on a small molecule, single quasiparticle levels still move by about a tenth of an eV when a triple-zeta basis is replaced by a quadruple-zeta one. The excitation energies from the Bethe-Salpeter equation (BSE), built on those same levels, may hardly move. Why does the error disappear, and when does it not?

## Answer

### The mechanism

A finite basis describes poorly the region where two electrons come close together. The exact wave function has a cusp there, and smooth orbital products reproduce it only slowly. In $GW$, the energy missing from a level $p$ is mainly the part of its correlation with the electron density that needs very high virtual orbitals. This part is local: it depends on how much electron density the orbital $p$ sits in. Whether $p$ is occupied or empty does not matter to leading order. Both kinds of level therefore come out too high in a small basis, and both fall as it grows. An excitation energy contains a difference of levels, so the common part drops out.

Two conditions follow. The orbitals must sit in similar density, and the basis must be large enough for the cusp error to dominate.

### Which part of the self-energy is slow

I use atomic units, real orbitals, a closed shell and the one-shot $G_0W_0$ method. Indices $i,j$ are occupied, $a,b$ virtual, and $(pq|rs)$ is a Coulomb integral in charge-density order. The correlation self-energy is a sum over the excitations $\Omega_s$ of the random-phase approximation:

$$
\Sigma^c_p(\omega)=\sum_{is}\frac{w_{pi,s}^2}{\omega-\varepsilon_i+\Omega_s}+\sum_{as}\frac{w_{pa,s}^2}{\omega-\varepsilon_a-\Omega_s}.
$$

At high energy an excitation is nearly a bare pair $j\to b$, so $\Omega_s\approx\varepsilon_b-\varepsilon_j$ and $w_{pq,s}\approx\sqrt2\,(pq|jb)$. The $\sqrt2$ comes from the two spins. The second sum becomes

$$
-2\sum_{jab}\frac{(pa|jb)^2}{\varepsilon_a+\varepsilon_b-\varepsilon_j-\omega}.
$$

Two electrons, one from $p$ and one from $j$, go into high virtuals together. This is the cusp term, and it is negative for every level near the gap.

The first sum becomes $2\sum_{ijb}(pi|jb)^2/(\omega-\varepsilon_i+\varepsilon_b-\varepsilon_j)$. It has one high virtual, driven by $\phi_j$ times the potential of the charge $\phi_p\phi_i$. That source is smooth away from the nuclei. In an atom where $p,i,j$ have angular momentum at most $l_o$, it contains no wave above $3l_o$, so this sum has no long angular tail.

### The inverse cube

Take one centre, with $p$ and $j$ both s orbitals, $\phi=P(r)/(r\sqrt{4\pi})$, and for now a single electron in $j$. Expand

$$
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(\cos\theta_{12}).
$$

The term $l$ sends both electrons into waves of angular momentum $l$. The average of $P_l^2$ over angles is $1/(2l+1)$, so at $\omega=\varepsilon_p$

$$
e_l=-\frac1{2l+1}\sum_{ab}\frac{R_{ab}^2}{\varepsilon_a+\varepsilon_b-\varepsilon_p-\varepsilon_j},
$$

where $R_{ab}$ is the radial integral of $P_aP_p$ and $P_bP_j$ with $r_<^l/r_>^{l+1}$.

Put $r=e^x$, $\lambda=l+\tfrac12$ and $f=\sqrt r\,P$, so that $\int P^2dr=\int f^2dx$. With $P=\sqrt r\,g$, two differentiations give $P''=r^{-3/2}(g''-g/4)$. Hence

$$
-\tfrac12P''+\frac{l(l+1)}{2r^2}P=\frac{r^{-3/2}}2\left(-g''+\lambda^2g\right),
$$

because $l(l+1)+\tfrac14=\lambda^2$. For large $l$ the important distances in $x$ are of order $1/\lambda$, and over them $r$ is nearly constant. A wave $e^{ikx}$ then has energy $(k^2+\lambda^2)/(2r^2)$, beside which the potential and the occupied energies are negligible.

In the same variable the Coulomb kernel simplifies:

$$
\frac{r_<^l}{r_>^{l+1}}=\frac{e^{-\lambda|x_1-x_2|}}{\sqrt{r_1r_2}} .
$$

The factor $\sqrt{r_1r_2}$ from the two functions $f$ cancels the root, and the source is $P_pP_j\,e^{-\lambda|\xi|}$ with $\xi=x_1-x_2$. Its Fourier transform in $\xi$ is $P_pP_j\,2\lambda/(k^2+\lambda^2)$. The electrons carry $k$ and $-k$, so the denominator is $(k^2+\lambda^2)/r^2$. Therefore

$$
e_l=-\frac1{2\lambda}\int dx\,P_p^2P_j^2\,r^2\int\frac{dk}{2\pi}\frac{4\lambda^2}{(k^2+\lambda^2)^3}.
$$

With $\int dk\,(k^2+\lambda^2)^{-3}=3\pi/(8\lambda^5)$ the inner integral is $3/(4\lambda^3)$, and with $dx=dr/r$

$$
e_l=-\frac{3}{8\lambda^4}\int_0^\infty P_p^2P_j^2\,r\,dr .
$$

A basis that stops at $L$ misses all $l>L$. Since $\sum_{l>L}(l+\tfrac12)^{-4}\approx\int_{L+1}^\infty y^{-4}dy=\tfrac13(L+1)^{-3}$, the missing energy is

$$
-\frac1{8(L+1)^3}\int P_p^2P_j^2\,r\,dr .
$$

Now write $P^2=4\pi r^2\phi^2$ for both orbitals and add all electrons $j$ of both spins, which turns $\phi_j^2$ into the density $n$. The self-energy in the truncated basis is too high by

$$
\langle p|u|p\rangle,\qquad u(r)=\frac{\pi}{2}\,\frac{r^3n(r)}{(L+1)^3}>0 .
$$

The potential $u$ does not depend on $p$. Its density includes electrons of the same spin and, if $p$ is occupied, the electron in $p$ itself, because $GW$ has no exchange counterpart of the cusp term. Such a counterpart would cancel the leading term for equal spins, since the source $P_pP_j\,e^{-\lambda|\xi|}$ is unchanged when $p$ and $j$ are swapped. The size of $u$ is therefore a property of $GW$, not of the exact theory. The derivation assumes that the radial functions are complete for each $l\le L$. Correlation-consistent sets of cardinal number $X$ raise $L$ in step with $X$ and add radial functions as well. If the radial error falls at least as fast as the angular one, the usual $X^{-3}$ law follows for large $X$.

The derivation holds for s orbitals on one centre. For a molecule I assume that the same local picture applies, with $u$ still proportional to the density and to $X^{-3}$, but with a spatial weight set by the resolution of the basis at each point.

### A check, and a case without cancellation

For hydrogen-like orbitals, explicit diagonalization of the radial problem on a grid was compared with the formula. The computed coefficient is $-\lambda^4e_l$ at $l=12$ and 24, extrapolated to large $l$ by removing a correction proportional to $\lambda^{-2}$. For a 1s electron paired with another 1s electron, the coefficient of $-\lambda^{-4}$ is 4.92 eV computed and 4.78 eV from the formula. For a 2s electron paired with a 1s electron the values are 0.576 and 0.560 eV. Both pairs agree within 3%. For the 1s pair this difference is the error of the radial grid: radially converged increments give 4.783 eV, equal to the formula. The sum of the 1s increments from $l=8$ to 15 is smaller in size than the cubic law by 1.7% on the grid and by 2.1% when radially converged.

The 2s electron spends most of its time outside the 1s density, and its coefficient is $0.560/4.78=0.12$ of the 1s one. In a difference of these two errors, 88% of the larger would survive. A common sign alone is not enough for cancellation.

### From levels to excitation energies

A quasiparticle energy solves $E_p=s_p+\Sigma^c_p(E_p)$, where $s_p$ is the static part. A small basis error gives $\delta E_p=\delta s_p+\delta\Sigma^c_p+(\partial\Sigma^c_p/\partial\omega)\,\delta E_p$, so

$$
\delta E_p=Z_p\left(\delta s_p+\delta\Sigma^c_p\right),\qquad Z_p=\frac1{1-\partial\Sigma^c_p/\partial\omega}.
$$

Every term of $\Sigma^c_p$ has a negative slope, hence $0<Z_p<1$. Keeping the cusp error alone,

$$
\delta(E_a-E_i)=Z_a\langle a|u|a\rangle-Z_i\langle i|u|i\rangle .
$$

This is small if the two orbitals see similar density and have similar $Z$. If $a$ is very diffuse, the first term vanishes and the gap keeps the full cusp error of the occupied level, which makes it too small in a small basis. This holds only if the basis has enough diffuse functions to describe $a$. If it does not, the confinement of $a$ raises that level, and the gap can come out too large instead.

The singlet BSE, with static screening and without coupling to de-excitations (the Tamm-Dancoff approximation), diagonalizes

$$
H_{ia,jb}=(E_a-E_i)\delta_{ij}\delta_{ab}+K_{ia,jb},\qquad K_{ia,jb}=2(ia|jb)-W_{ij,ab}.
$$

For a normalized eigenvector $A$, first-order perturbation theory gives

$$
\delta\Omega=\sum_{ia}A_{ia}^2\,(\delta E_a-\delta E_i)+\sum_{ia,jb}A_{ia}\,\delta K_{ia,jb}\,A_{jb}.
$$

The BSE thus inherits the error of the gap, already reduced, and adds that of the kernel. The kernel should converge quickly, because the static $W_{ij,ab}$ describes how smooth charges such as $\phi_i\phi_j$ polarize the molecule, and the source of that polarization has no cusp. Nothing in this argument makes $\Omega$ converge faster than the gap itself; the large gain is over the separate levels.

### The numbers for P$_2$

The example is P$_2$ at a chosen bond length of 1.90 Å, with PBE0 starting orbitals and the sets aug-cc-pVXZ, $X=2,3,4$. The levels are a bonding $\pi$ orbital and the antibonding $\pi^*$. The excitation listed is the lowest BSE singlet of mainly $\pi\to\pi^*$ character. Energies are in eV.

| | $X=2$ | $X=3$ | $X=4$ |
|---|---|---|---|
| $\pi$ level | −9.976 | −10.224 | −10.356 |
| $\pi^*$ level | −0.160 | −0.555 | −0.695 |
| gap | 9.816 | 9.669 | 9.661 |
| BSE $\pi\to\pi^*$ | 3.181 | 2.988 | 2.985 |

From $X=3$ to 4 the levels fall by 0.131 and 0.140 eV. The gap changes by $-0.140+0.131=-0.009$ eV, which is 7% of the shift of the $\pi$ level. The binding energy, defined as gap minus excitation energy, changes by $-0.006$ eV. The excitation energy therefore changes by $-0.009+0.006=-0.003$ eV, or 2% of the level shift. The lowest $\sigma\to\pi^*$ singlet moves by $+0.004$ eV. The third decimals are not firm. Larger density-fitting sets with tighter self-consistent-field convergence move the table entries by up to 0.007 eV at $X=2$, 0.002 eV at $X=3$ and 0.001 eV at $X=4$, and turn the $-0.003$ eV step into $-0.004$ eV.

The two parts of the self-energy show where the cancellation comes from. Each part is evaluated at the quasiparticle energy of its own basis, so its change, here and below, includes the term $(\partial\Sigma^c_p/\partial\omega)\,\delta E_p$. Since both parts have negative slope, this term pushes both up when the level falls, and the split is not a pure measure of the cusp term. The changes from $X=3$ to 4, in eV, are:

| | virtual sum | occupied sum | total |
|---|---|---|---|
| $\pi$ | −0.169 | +0.031 | −0.138 |
| $\pi^*$ | −0.152 | +0.006 | −0.146 |

The virtual sum, which holds the cusp term, dominates. Its ratio between the levels is $0.152/0.169=0.90$. The valence density averaged over each orbital is 0.372 Å$^{-3}$ for $\pi$ and 0.315 Å$^{-3}$ for $\pi^*$, a ratio of 0.85. Both ratios are near one, which is what the cancellation needs. The averaged density is only a rough guide, however, and two levels cannot show that the error is proportional to it. The closer agreement of the two ratios should not be trusted: the average lacks the spatial weight in $u$, the sums include the frequency shift, and from $X=2$ to 3 the ratio of the virtual sums is $0.421/0.392=1.07$, in the opposite order.

The virtual sums alone leave $-0.152+0.169=+0.017$ eV in the gap. The occupied sums contribute $0.006-0.031=-0.025$ eV, and the total is $-0.008$ eV. The very small residue is thus partly a compensation between the two sums. Part of the rise of the occupied sums is only the response to the falling level, and the calculation does not separate it from their true basis error; a residue this small should not be expected for other molecules or sets.

### Where the fast convergence stops

**Double zeta.** From $X=2$ to 3 the gap changes by $-0.147$ eV and the $\pi\to\pi^*$ excitation by $-0.193$ eV, not far below the $-0.249$ eV of the $\pi$ level. The occupied sum is the main reason for the gap change: it rises by 0.130 eV for $\pi$ but by 0.025 eV for $\pi^*$, which contributes $-0.105$ eV. This term shrinks about fourfold at the next step, while the virtual sum of $\pi$ shrinks 2.3-fold. In P$_2$ the advantage of the excitation energy becomes large only from triple zeta on: at $X=3$ it lies 0.005 eV from the cubic limit estimated below, while the $\pi$ level lies 0.23 eV from its own. The 0.005 eV overstates the convergence, because these sets lack a tight d function on phosphorus. Adding one (exponent 3.12) at $X=3$ raises $\pi$ by 0.019 eV, lowers $\pi^*$ by 0.009 eV, and lowers the gap by 0.028 eV and the excitation by 0.026 eV; at $X=2$ (exponent 2.5) the gap and the excitation drop by 0.056 and 0.052 eV. This error does not cancel between the levels. The excitation at $X=3$ is thus uncertain by about 0.03 eV, which is still far below the 0.23 eV of the level.

**The asymptotic law.** If the errors followed $X^{-3}$ from the start, successive changes would have the ratio 4.11. The correlation parts give 1.9 for $\pi$ and 2.7 for $\pi^*$, so these three sets do not establish the exponent in the molecule. An extrapolation is then an estimate. From $E_X=E_\infty+cX^{-3}$ at $X=3,4$,

$$
E_\infty=\frac{64E_4-27E_3}{37},
$$

which gives $-10.45$ eV for $\pi$, $-0.80$ eV for $\pi^*$, 9.65 eV for the gap and 2.98 eV for the excitation. Using $(X+1)^{-3}$ instead, as the derivation suggests for $L=X$, gives $E_\infty=(125E_4-64E_3)/61$. The levels then drop further, to $-10.49$ and $-0.84$ eV, while the gap remains 9.65 eV. The choice between these two formulas thus hardly affects the gap. Both extrapolate within one family of sets, so the limits for the gap and the excitation may still carry part of the tight-d error noted above.

**A diffuse orbital.** The lowest virtual of $\sigma_g$ symmetry, labelled "Rydberg" in the numerical output, sees a density of 0.052 Å$^{-3}$, a sixth of that for $\pi^*$. From $X=3$ to 4 its correlation energy changes by $+0.070$ eV against $-0.138$ eV for $\pi$, so a difference of 0.208 eV remains; for the pair $\pi,\pi^*$ it is 0.008 eV. The cancellation is gone, but this is not a clean measurement of the cusp term. The level lies 1.4 eV above the vacuum level at $X=4$ and still falls by 0.37 eV in the last step. It is an unbound state confined by the basis, and its orbital probably changes with the set. The 2s case above is the cleaner demonstration.

These values show convergence within one model, not agreement with experiment. The calculation freezes the core in the correlation part and leaves out self-consistency, vertex corrections, dynamic screening, relativity and vibrations. In the BSE, the two deepest valence levels take the correction of $\pi$, and the virtuals above $\pi^*$, apart from the diffuse level, take that of $\pi^*$. Leaving those upper virtuals uncorrected lowers the $\pi\to\pi^*$ excitation by 0.03 eV, and giving the low $\pi_g$ virtuals their own linearized corrections lowers it by 0.02 eV; its step from $X=3$ to 4 then lies between $-0.001$ and $-0.005$ eV. A converged excitation energy can still carry the errors of these approximations.

## Numbers as computed

```
Partial waves: coefficient of -(l+1/2)^-4 in eV
 1s with 1s: computed 4.9188, formula 4.7833
 2s with 1s: computed 0.5758, formula 0.5599
 1s pair, sum l=8..15: -2.6793 meV, cubic law -2.7248 meV
Midgap self-energy, pi: modes -0.72598 eV, integral -0.72598 eV
Largest fitting error, 10 unscreened roots: 0.00252 eV
P2, bond length 1.90 angstrom; basis functions for X=2,3,4: 54 100 168
Energies in eV: X=2, X=3, X=4, cubic limit from X=3,4
 pi               -9.976  -10.224  -10.356  -10.451
 pi*              -0.160   -0.555   -0.695   -0.797
 Rydberg           2.124    1.783    1.412    1.140
 gap               9.816    9.669    9.661    9.654
 BSE pi-pi*        3.181    2.988    2.985    2.983
 BSE sigma-pi*     3.952    3.815    3.819    3.822
 binding           6.635    6.682    6.676    6.672
Changes in eV: X=2 to 3, X=3 to 4
 pi                  -0.2486  -0.1311
 pi*                 -0.3953  -0.1397
 Rydberg             -0.3403  -0.3719
 gap                 -0.1467  -0.0086
 BSE pi-pi*          -0.1931  -0.0030
 BSE sigma-pi*       -0.1373   0.0043
 binding              0.0463  -0.0056
 occ part pi          0.1297   0.0308
 vir part pi         -0.3917  -0.1692
 corr pi             -0.2620  -0.1384
 occ part pi*         0.0251   0.0058
 vir part pi*        -0.4207  -0.1521
 corr pi*            -0.3956  -0.1463
 occ part Rydberg    -0.0039  -0.0199
 vir part Rydberg    -0.0753   0.0894
 corr Rydberg        -0.0792   0.0695
Ratio of successive changes: cubic law 4.11, pi corr 1.89, pi* corr 2.70
Gap change / pi change, X=3 to 4: 0.065
BSE pi-pi* change / pi change, X=3 to 4: 0.023
Valence density seen, 1/angstrom^3: pi 0.3715, pi* 0.3146, Rydberg 0.0517
Uncancelled correlation change, eV: pi-pi* 0.0078, pi-Rydberg 0.2080
```
